\section*{The single-site coherent-potential equation and alloy scattering at weak disorder, part 2}

A crystal has $N$ equivalent sites at positions $\mathbf R_i$. Each holds an atom B with probability $x$ or A with probability $1-x$, independently of the others. An electron of fixed spin has one orbital per site, with energy $v_i=v_B$ or $v_A$. The level difference is $\Delta=v_B-v_A$, the mean level is zero, and $\mu_2=\langle v^2\rangle=x(1-x)\Delta^2$. Angle brackets average over the occupation. The hopping, the same for both species, gives the ordered band $e_{\mathbf k}$, with resolvent $G^0_{ij}$ between sites and site resolvent
\begin{equation}
F_0(z)=\frac1N\sum_{\mathbf k}\frac1{z-e_{\mathbf k}} .
\end{equation}
The coherent-potential approximation (CPA) gives every site the same self-energy $\sigma$, which obeys
\begin{equation}
\sigma=[\mu_2+(1-2x)\Delta\,\sigma-\sigma^2]F,\qquad F=F_0(z-\sigma),
\end{equation}
with the root that vanishes as $\Delta\to0$. Part (f) expanded it:
\begin{equation}
\sigma=\mu_2F+(1-2x)\Delta\,\mu_2F^2+O(\Delta^4). \label{eq:expand}
\end{equation}
The leading term omitted by the approximation is nonlocal:
\begin{equation}
\Sigma_{ij}=\mu_2^2\,(G^0_{ij})^3+O(\Delta^5),\qquad i\ne j. \label{eq:nonlocal}
\end{equation}

A state of total energy $E$ has band energy $\varepsilon=E-\mathrm{Re}\,\sigma$. There $F=F_0(\varepsilon+i\eta)$ with $\eta=-\mathrm{Im}\,\sigma$, and $\mathrm{Im}F_0\to-\pi\rho(\varepsilon)$ as $\eta\to0$, where $\rho(\varepsilon)=N^{-1}\sum_{\mathbf k'}\delta(\varepsilon-e_{\mathbf k'})$ counts states per site and spin. The scattering rate is defined by
\begin{equation}
\frac1\tau=-\frac{2}{\hbar}\,\mathrm{Im}\,\sigma ,
\end{equation}
and its leading term is
\begin{equation}
\boxed{\;\frac1\tau\to\frac{2\pi}{\hbar}\,x(1-x)\Delta^2\rho(\varepsilon).\;}
\end{equation}
The decay rate of the pole also contains the residue factor $Z=(1-d\,\mathrm{Re}\,\sigma/dE)^{-1}$, which is $1+O(\Delta^2)$ inside the band.

The rate is now derived from the golden rule, corrected, and applied to an InGaAs alloy. The computed values at the end write $D$ for $\Delta$. They begin with earlier numerical tests of the approximation, on a large random hopping matrix and on a ring of eight sites, where "second order" means the self-energy $\mu_2F_0(z)$.

\subsection*{(g) The golden rule}

\textit{Obtain the Born rate without a self-energy, and compare.}

\textbf{Solution.} The disorder couples band states through
\begin{equation}
U_{\mathbf k'\mathbf k}=\frac1N\sum_iv_ie^{i(\mathbf k-\mathbf k')\cdot\mathbf R_i}.
\end{equation}
Different sites are independent and have zero mean, so $\langle v_iv_j\rangle=\mu_2\delta_{ij}$ and
\begin{equation}
\langle|U_{\mathbf k'\mathbf k}|^2\rangle=\frac1{N^2}\sum_{ij}\langle v_iv_j\rangle e^{i(\mathbf k-\mathbf k')\cdot(\mathbf R_i-\mathbf R_j)}=\frac{\mu_2}{N}.
\end{equation}
The golden rule gives
\begin{equation}
\frac1{\tau_{\rm B}}=\frac{2\pi}\hbar\sum_{\mathbf k'}\frac{\mu_2}{N}\,\delta(\varepsilon-e_{\mathbf k'})=\frac{2\pi}{\hbar}\mu_2\,\rho(\varepsilon),
\end{equation}
in agreement with part (f). The factor $x(1-x)$ is the variance of the occupation. It vanishes for either pure crystal, since a uniform shift of all levels does not scatter.

\subsection*{(h) Parabolic band and mobility}

\textit{Evaluate the rate for $e_{\mathbf k}=bk^2$, with $b=\hbar^2/2m$ and volume $\Omega$ per alloy site. Find the mobility of a nondegenerate electron gas limited by this scattering.}

\textbf{Solution.} Replacing the sum over states by an integral,
\begin{equation}
\rho(\varepsilon)=\Omega\int_0^\infty\frac{4\pi q^2dq}{(2\pi)^3}\,\delta(\varepsilon-bq^2)=\frac{\Omega k^2}{2\pi^2}\,\frac1{2bk}=\frac{\Omega k}{4\pi^2b},\qquad k=\sqrt{\varepsilon/b}.
\end{equation}
The rate grows as $\sqrt\varepsilon$. The mean squared matrix element does not depend on the scattering angle $\theta$, so the weight $1-\cos\theta$ for loss of momentum averages to one. Momentum relaxes at the rate $1/\tau$.

In a weak field the Boltzmann equation gives a current proportional to $\int d\varepsilon\,\sqrt\varepsilon\,v_x^2\,\tau\,(-df/d\varepsilon)$. On average $v_x^2=2\varepsilon/3m$, and for $f\propto e^{-\varepsilon/k_BT}$ we have $-df/d\varepsilon=f/k_BT$. Dividing by the density and using $\int\varepsilon^{3/2}f\,d\varepsilon=\tfrac32k_BT\int\varepsilon^{1/2}f\,d\varepsilon$, we find
\begin{equation}
\mu=\frac em\,\bar\tau,\qquad \bar\tau=\frac{\int\tau\,\varepsilon^{3/2}e^{-\varepsilon/k_BT}d\varepsilon}{\int\varepsilon^{3/2}e^{-\varepsilon/k_BT}d\varepsilon}.
\end{equation}
With $\tau=\tau(k_BT)(\varepsilon/k_BT)^{-1/2}$ the integrals are $\Gamma(2)=1$ and $\Gamma(5/2)=3\sqrt\pi/4$, so $\bar\tau=4\tau(k_BT)/(3\sqrt\pi)$.

\subsection*{(i) Corrections and failure near the edge}

\textit{Find the first correction to the Born rate within the coherent-potential equation. Estimate the effect of the omitted nonlocal term for a parabolic band, and state where the weak-disorder limit fails.}

\textbf{Solution.} The imaginary part of $F^2$ is $2\,\mathrm{Re}F\,\mathrm{Im}F$. The expansion in part (f) then gives
\begin{equation}
\frac{\tau_{\rm B}}{\tau}=1+2(1-2x)\Delta\,\mathrm{Re}F_0(\varepsilon)+O(\Delta^2). \label{eq:corr}
\end{equation}
Near the bottom of a band most states lie above $\varepsilon$, and $\mathrm{Re}F_0$ is negative in the example below. There a repulsive minority atom scatters less than the Born formula says, and an attractive one more.

For the nonlocal term we need $G^0(R)$ at distances beyond the lattice spacing. It solves $b(\nabla^2+k^2)G^0=\Omega\,\delta(\mathbf R)$ with an outgoing wave:
\begin{equation}
G^0(R)=-A\,\frac{e^{ikR}}R,\qquad A=\frac{\Omega}{4\pi b}.
\end{equation}
The self-energy of a state $\mathbf k$ changes by $\sum_{\mathbf R}\mu_2^2(G^0)^3e^{-i\mathbf k\cdot\mathbf R}$. For wavelengths much longer than the lattice spacing, replace the sum by $\Omega^{-1}\int d^3R$. The angular average of the phase is $\sin(kR)/kR$. With $s=kR$ the imaginary part is
\begin{equation}
-\frac{4\pi\mu_2^2A^3}{\Omega}\int_0^\infty\frac{\sin3s\,\sin s}{s^2}\,ds=-\frac{2\pi^2\mu_2^2A^3}{\Omega}.
\end{equation}
The integral equals $\pi/2$: write the product as $(\cos2s-\cos4s)/2$, integrate by parts, and use $\int_0^\infty\sin(as)\,ds/s=\pi/2$ for $a>0$. The leading term is $\mu_2\mathrm{Im}F_0=-\mu_2Ak$. With the mean free path $l=(2bk/\hbar)\tau$ and $\hbar/\tau=2\mu_2Ak$, we have $kl=bk/(\mu_2A)$. The relative change of the rate is
\begin{equation}
\frac{2\pi^2\mu_2A^2}{\Omega k}=\frac{2\pi^2Ab}{\Omega\,kl}=\frac{\pi}{2kl}.
\end{equation}

Since $\tau\propto\varepsilon^{-1/2}$, $kl=2\varepsilon\tau/\hbar$ falls as $\sqrt\varepsilon$, and the expansion fails close to the edge however small $\Delta$ is. A second restriction concerns the origin of energy. The real part $\mathrm{Re}\,\sigma\simeq\mu_2\mathrm{Re}F_0$ moves the edge. The Born rate must be taken at $\varepsilon=E-\mathrm{Re}\,\sigma$, because $\sqrt\varepsilon$ is sensitive to a shift comparable with $\varepsilon$.

\subsection*{(j) An InGaAs channel alloy}

\textit{Evaluate the rate and mobility at 300 K for 47\% Ga on the cation sites. Use the rough values $m=0.042\,m_e$, lattice constant $0.587$ nm and $\Delta=0.5$ eV.}

\textbf{Solution.} The cation sites form a face-centred cubic lattice, so $\Omega=(0.587\ \mathrm{nm})^3/4=0.0506\ \mathrm{nm^3}$. Also $b=0.907\ \mathrm{eV\,nm^2}$ and $\mu_2=0.47\times0.53\times0.25=0.0623\ \mathrm{eV^2}$. We take $\varepsilon=\tfrac32k_BT=38.8$ meV.

The coherent-potential equation needs the whole band. As a model we use $e(1+\alpha e)=bk^2$ with $\alpha=1.2\ \mathrm{eV^{-1}}$, filled up to the radius that holds one state per site. The band is then 8.8 eV wide. Its upper part is an assumption, and $\mathrm{Re}F_0$ depends on it. Differentiating the dispersion gives $\rho=\Omega k(1+2\alpha\varepsilon)/(4\pi^2b)$, which is $3.26\times10^{-4}\ \mathrm{eV^{-1}}$. Hence
\begin{equation}
\frac1{\tau_{\rm B}}=\frac{2\pi}{\hbar}(0.0623\ \mathrm{eV^2})(3.26\times10^{-4}\ \mathrm{eV^{-1}})=1.94\times10^{11}\ \mathrm{s^{-1}} .
\end{equation}
The full equation gives $1.91\times10^{11}\ \mathrm{s^{-1}}$, lower by 1.4\%, or by 1.7\% when the factor $Z=0.997$ of part (f) is included. With $\mathrm{Re}F_0=-0.182\ \mathrm{eV^{-1}}$, the first correction is $2\times0.06\times0.5\times(-0.182)=-1.1\%$. It is small here because $x$ is near one half. At $x=0.10$ and the same $\varepsilon$, the ratio to the Born rate is $0.76$ for $\Delta=+1$ eV and $1.36$ for $\Delta=-1$ eV. These ratios belong to the assumed band. A parabolic band filled to the same radius has $\mathrm{Re}F_0=-0.030\ \mathrm{eV^{-1}}$ and gives $0.95$ and $1.05$. The nonparabolic band held flat above 3 eV has $\mathrm{Re}F_0=-0.35\ \mathrm{eV^{-1}}$ and gives about $0.6$ and $1.8$.

The real part of $\sigma$ is $-11$ meV. If energy were counted from the unshifted edge, the Born formula would be evaluated at $38.8-11.2=27.6$ meV and would give a rate 18\% too low. The shift also depends on the upper band: it is $-2$ meV for the parabolic band and $-21$ meV for the band held flat above 3 eV, with errors of 2\% and 37\%. For each of these bands, at $x=0.47$, the origin of energy matters more than the higher orders in the rate.

With the parabolic density of states the rate is $1.74\times10^{11}\ \mathrm{s^{-1}}$, or $\tau=5.76$ ps. The thermal average is $\bar\tau=5.31$ ps, and
\begin{equation}
\mu=\frac{e\,(5.31\ \mathrm{ps})}{0.042\,m_e}=2.2\times10^5\ \mathrm{cm^2/Vs}.
\end{equation}
Here $kl=679$, so for a parabolic band the crossed term of part (i) changes the rate by 0.2\%. In the nonparabolic model band $G^0$ between nearest neighbours is about three times larger than $A/R$, and the change is about 0.5\%.

\subsection*{(k) The model beside a real channel}

\textit{Which neglected effects change these numbers most?}

\textbf{Solution.} The nonparabolic density of states raises the parabolic rate by 12\%. In a two-band model, the $s$ weight of the state is $(1+\alpha\varepsilon)/(1+2\alpha\varepsilon)$. If the disorder acts on the $s$ part alone, the rate acquires the square of this weight, $0.92$. The effective mass also differs between the two compounds. If the kinetic energy is written as $\mathbf p\,(1/2m(\mathbf r))\,\mathbf p$ with a mass that varies from site to site, the level difference $\Delta$ in the matrix element is joined by $(\hbar^2/2)(1/m_B-1/m_A)\,\mathbf k\cdot\mathbf k'$. For elastic scattering $\mathbf k\cdot\mathbf k'=k^2\cos\theta$ and $\hbar^2k^2/2=\varepsilon m$. With rough masses $m_A=0.023\,m_e$ for InAs and $m_B=0.067\,m_e$ for GaAs, the matrix element is then proportional to $1+r\cos\theta$, where $r=\varepsilon m(1/m_B-1/m_A)/\Delta=-0.093$. Averaging $(1+r\cos\theta)^2(1-\cos\theta)$ over angles gives $1-2r/3+r^2/3$, a 6\% faster loss of momentum. This is an estimate of size only, because in this form of the kinetic energy the two rough masses would give the mean crystal a mass of $0.033\,m_e$ instead of $0.042\,m_e$. It is also likely to be too large. In the two-band model with a fixed $s$--$p$ coupling, the angular term comes from the difference of the valence levels acting on the $p$ part of the state. A difference of $-0.2$ eV gives $r\approx-0.02$ and a change of about 1\%.

Confinement has a larger effect. In a 10 nm well with hard walls the lowest level of the parabolic band lies 90 meV above its edge. The levels grow as the square of their number, so the next one is three times this energy, about 270 meV, higher in a parabolic band. The nonparabolic dispersion of part (j) reduces this gap to about 190 meV. It is still far above $k_BT=26$ meV, so nearly all electrons occupy the lowest subband and the motion is two-dimensional. The squared matrix element contains $\int\psi^4dy=3/(2L)$ for well width $L$, and the density of states per area and spin is $1/(4\pi b)$. The rate
\begin{equation}
\frac1{\tau_{2D}}=\frac{2\pi}{\hbar}\,\mu_2\Omega\,\frac{3}{2L}\,\frac1{4\pi b}=4.0\times10^{11}\ \mathrm{s^{-1}}
\end{equation}
is 2.3 times the parabolic bulk rate at $\varepsilon$. This factor holds for hard walls. Barriers of finite height let the wave function spread out, which lowers the level and reduces the part of the integral inside the well. With parabolic bands, barriers of $0.52$ eV (mass $0.075\,m_e$) and $0.25$ eV (mass $0.08\,m_e$) reduce the factor to about 1.7 and 1.5. A barrier that is itself an alloy then adds scattering of its own. A sheet density of $10^{12}\ \mathrm{cm^{-2}}$ gives a zero-temperature Fermi energy of 57 meV, or $2.2\,k_BT$, so the gas is partly degenerate. The degeneracy alone leaves the unscreened two-dimensional rate unchanged, as it does not depend on energy in the parabolic lowest subband. The electrons also screen the alloy potential. Static random-phase screening at this density and 300 K lowers the momentum-relaxation rate by about 15\%.

The largest of the effects estimated here is phonon scattering, which is absent when alloy disorder is assumed to act alone. For unscreened bulk polar phonons of 34 meV, with rough dielectric constants 11.6 and 13.9, the golden rule gives a total rate of $4.8\times10^{12}\ \mathrm{s^{-1}}$ at $\varepsilon$. This is 27 times the parabolic alloy rate. The energy $\varepsilon$ lies just above the threshold for emission; at $k_BT$, where only absorption is possible, the ratio is 14. Polar scattering also favours small angles, and for the loss of momentum the ratio at $\varepsilon$ is about 18. Measured room-temperature mobilities in such alloys are roughly $10^4\ \mathrm{cm^2/Vs}$, about twenty times below the bulk alloy-limited value of part (j). That value is one contribution to the resistance and does not predict the channel mobility. It also scales as $\Delta^{-2}$, and $\Delta$ is known only roughly. The computed values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Random matrix: size 1500, half-width 2.0, x 0.3, strong D 3.0 (hopping units)
  largest resolvent error, CPA: 0.0026; second order: 0.3616
  weak D 0.4: measured decay 0.0691, Born 0.0672
Ring of 8 sites: power of D in local CPA error 5.01
  nonlocal self-energy / (mu2^2 G^3): 1.0006
Ga fraction x: 0.47; level difference D: 0.5 eV; T: 300 K
mass: 0.042 m_e; lattice constant: 0.587 nm; alpha: 1.2 /eV
site volume: 0.05057 nm^3; hbar^2/2m: 0.9071 eV nm^2
sphere radius K: 10.541 /nm; model band width: 8.76 eV
mu2 = x(1-x)D^2: 0.06227 eV^2; kT: 25.85 meV
band energy eps = 1.5 kT: 38.78 meV
density of states rho(eps): 3.2644e-04 /eV per site and spin
Re F0(eps): -0.1817 /eV; Im F0(eps): -1.0255e-03 /eV
CPA self-energy: Re -11.234 meV; Im -0.06296 meV
CPA rate: 1.9132e+11 /s; Born rate: 1.9406e+11 /s
CPA/Born: 0.9859; residue factor: 0.9972
Born rate with energy from unshifted edge: 1.5849e+11 /s
  its ratio to the correct Born rate: 0.817
First correction slope, x=0.2: CPA -0.2178, formula -0.2181 /eV
CPA/Born at x=0.47, D=0.25 eV: 0.9937
CPA/Born at x=0.47, D=0.50 eV: 0.9859
CPA/Born at x=0.47, D=1.00 eV: 0.9659
CPA/Born at x=0.47, D=2.00 eV: 0.9116
CPA/Born at x=0.10, D=+1.0 eV: 0.7594
CPA/Born at x=0.10, D=-1.0 eV: 1.3602
Parabolic Born rate at eps: 1.7354e+11 /s; lifetime 5.762 ps
Thermal transport time: 5.309 ps
Alloy-limited mobility, parabolic nondegenerate: 2.223e+05 cm2/Vs
kl: 679.0; crossed-scattering change of rate: 0.231 %
Nonparabolic/parabolic density of states: 1.1182
s-orbital factor on rate: 0.9167
Mass disorder, site masses 0.023, 0.067 m_e: amplitude ratio -0.0930
  change of momentum-relaxation rate: 6.49 %
Well width: 10 nm; confinement energy: 89.5 meV
  lowest-subband alloy rate: 3.9554e+11 /s; over bulk 2.279
Sheet density: 1.0e+12 /cm2; zero-T Fermi energy 57.0 meV
  Fermi energy / kT: 2.20
Polar phonon: 34 meV; dielectric constants 11.6, 13.9
  absorption: 1.928e+12 /s; emission: 2.835e+12 /s
  total phonon rate / alloy rate: 27.4
\end{verbatim}
